Precursor decay in channel flow over one wall of finite reactivity, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the wall flux to the downstream decay

Q: A gas carrying a little precursor flows between two plates, and one plate consumes the precursor. You want to describe the whole stream by one decay rate. Which problem are you solving?

A: A steady, two-dimensional one. Let x run downstream and y run across the channel. The plate at y = 0 is inert, and the plate at y = H consumes precursor. The gas moves along x with the same velocity u at every y. The precursor has number density c(x,y) and diffusivity D. Its flux has the components

J_x = u c − D ∂c/∂x

J_y = −D ∂c/∂y.

I assume that the precursor is dilute, so that its consumption does not disturb the flow. I also take u and D as constants and leave out reactions in the gas. In a steady state, as much precursor leaves a small volume as enters it:

∂J_x/∂x + ∂J_y/∂y = 0.

Inserting the fluxes gives

u ∂c/∂x = D ∂²c/∂x² + D ∂²c/∂y².

For now I drop the first term on the right, which is diffusion along the stream. The price of that will be worked out in the second half. What remains is

u ∂c/∂x = D ∂²c/∂y².

Q: The wall must enter somewhere. If it consumes precursor, shouldn't there be a negative source in this equation?

A: The consumption takes place on the boundary, so it belongs in the boundary condition. At y = H the direction out of the gas is +y. The flux leaving the gas is therefore J_y = −D ∂c/∂y. First-order wall kinetics sets this flux equal to k c, where k has the dimension of a velocity:

−D ∂c/∂y = k c at y = H.

Since k and c are positive, ∂c/∂y is negative there. The density falls towards the wall that consumes it, as it must if diffusion is to supply that wall. The inert plate passes no flux, so

∂c/∂y = 0 at y = 0.

The law k c assumes that k does not depend on c. A surface crowded with adsorbed precursor would break this assumption.

Q: You have a partial differential equation with an arbitrary inlet profile. Why should an exponential come out of it?

A: The coefficients do not depend on x, which suggests looking for solutions whose profile keeps its shape while its size changes. Let η = y/H and try c = X(x) Y(η). Each y derivative gives a factor 1/H, so

u X′ Y = (D/H²) X Y″.

Divide by X Y and multiply by H²/D:

(u H²/D) X′/X = Y″/Y.

The left side depends on x alone and the right side on η alone. Both must equal one constant, which I call −μ. Hence

X′ = −μ D X/(u H²)

Y″ = −μ Y.

The first equation gives X proportional to exp[−μ D x/(u H²)]. The second must be solved with the wall conditions. Inserting Y into the condition at y = H gives −(D/H) Y′(1) = k Y(1). Multiplying by −H/D yields

Y′(1) = −Da Y(1), with Da = kH/D,

and the inert plate gives Y′(0) = 0. The number Da compares the wall velocity k with the diffusion velocity D/H. I take Da > 0.

Q: You wrote the constant as −μ, which suggests decay. Could μ be negative, zero or complex?

A: The wall conditions exclude all three. Multiply −Y″ = μY by the complex conjugate Y* and integrate over η from 0 to 1:

−∫ Y* Y″ dη = μ ∫ |Y|² dη.

Integration by parts changes the left side into

∫ |Y′|² dη − Y*(1) Y′(1) + Y*(0) Y′(0).

The last term vanishes at the inert plate. In the middle term, Y′(1) = −Da Y(1), so two minus signs combine into a plus:

μ ∫ |Y|² dη = ∫ |Y′|² dη + Da |Y(1)|².

The right side is real and not negative, and the integral on the left is positive. So μ is real and not negative. If μ were zero, both terms on the right would vanish. Then Y would be constant and also zero at η = 1, hence zero everywhere, which is no mode at all. Thus μ > 0, and I may write μ = β² with β > 0.

Q: Then find β.

A: The general solution of Y″ = −β²Y is

Y = a cos(βη) + b sin(βη).

Its slope at η = 0 is βb. This must vanish, so b = 0. Choosing a = 1 fixes the scale, which is free, and leaves Y = cos(βη). At the reactive wall,

Y′(1) = −β sin β

−Da Y(1) = −Da cos β.

These must be equal, so

β sin β = Da cos β.

If cos β were zero, this equation would also require sin β = 0. The two cannot vanish together, so division by cos β is allowed:

β tan β = Da.

Q: The tangent repeats. You have many values of β, and I see no reason to prefer one of them.

A: First count them. On the interval from 0 to π/2 the function β tan β starts at zero and grows without bound. Its derivative,

tan β + β/cos²β,

is positive there, so the function takes the value Da once. The same argument applies between (n−1)π and (n−1/2)π for n = 2, 3 and so on. There too the tangent is positive and the function rises from zero without bound. On the remaining open intervals the tangent is negative, and at β = nπ the product is zero. Neither can equal a positive Da. So there is one root β_n in each interval

(n−1)π < β_n < (n−1/2)π, n = 1, 2, 3, …

All these modes can be present near the inlet. To see which one survives, the inlet profile has to be expanded in them.

Q: An expansion needs orthogonality. Does it hold with this mixed wall condition?

A: Yes. Take two modes Y_m and Y_n. Multiply the equation of each by the other function, subtract and integrate:

(β_m² − β_n²) ∫ Y_m Y_n dη = ∫ (Y_m Y_n″ − Y_m″ Y_n) dη.

The integrand on the right is the derivative of Y_m Y_n′ − Y_m′ Y_n. This combination vanishes at η = 0, where both slopes vanish. At η = 1 it equals

−Da Y_m(1) Y_n(1) + Da Y_m(1) Y_n(1) = 0.

For different roots the integral of the product is therefore zero. That the modes are also complete, so that any square-integrable inlet profile can be expanded in them, is the standard Sturm–Liouville theorem. It applies because this is a regular problem on a finite interval with one condition at each end.

The norm of a mode follows from cos²z = (1 + cos 2z)/2:

∫ cos²(β_nη) dη = 1/2 + sin(2β_n)/(4β_n)

= (β_n + sin β_n cos β_n)/(2β_n).

The last step uses sin 2β = 2 sin β cos β. Let the inlet density be c₀ f(η), where c₀ is its mean over the channel. Then

c = c₀ Σ A_n cos(β_nη) exp[−β_n² D x/(u H²)]

A_n = 2β_n ∫ f cos(β_nη) dη/(β_n + sin β_n cos β_n).

For a uniform inlet, f = 1 and the integral is sin β_n/β_n. This gives

A_n = 2 sin β_n/(β_n + sin β_n cos β_n).

Q: Since the exponent contains β_n², the smallest root decays most slowly. But I could choose an inlet profile with no first mode in it. Then your final rate would be wrong.

A: You could do so mathematically, but the profile would need negative densities. Because β₁ is below π/2, the function cos(β₁η) is positive over the whole channel, including both walls. A density f that is nowhere negative and not zero throughout then has a positive integral with it. So A₁ is positive for every physical inlet profile. The higher modes are orthogonal to this positive function, so each of them must change sign. They alter the shape of the profile near the inlet and cannot be physical densities by themselves.

Far enough downstream the first term dominates, and the density, its mean and the flux to the wall all decay as exp(−λx), with

λ = β² D/(u H²),

where β without an index is the smallest positive root of β tan β = kH/D. The inlet profile affects the amplitude and leaves this rate unchanged.

Q: I would like to see that rate confirmed without separation of variables.

A: A balance over the whole channel height does part of it. Integrate u ∂c/∂x = D ∂²c/∂y² over y from 0 to H and divide by H. With the mean density c̄ and the wall density c_w,

u dc̄/dx = (D/H)[∂c/∂y at H − ∂c/∂y at 0] = −k c_w/H.

For a decaying profile dc̄/dx = −λc̄, so

λ = k c_w/(u H c̄).

For the first mode, c_w is proportional to cos β, and c̄ is proportional to sin β/β. Therefore

λ = kβ cos β/(u H sin β) = kβ/(u H tan β).

The root condition gives tan β = Da/β, and so

λ = kβ²/(u H Da) = β²D/(u H²).

The last step inserts Da = kH/D. This shows that the rate agrees with the loss of precursor at the wall. It still uses the profile of the first mode.

A numerical integration in x uses no modes at all. Take H = 1 cm, u = 100 cm/s, D = 10 cm²/s and k = 20 cm/s, so that Da = 20 × 1/10 = 2. The smallest root is β = 1.07687, with β² = 1.15966, and the formula gives

λ = 1.15966 × 10/(100 × 1²) = 0.11597 cm⁻¹.

I integrated the equation from two inlets with equal mean density. One was uniform, and the other had all its precursor in the fifth of the channel next to the inert plate. Between 12 and 14 cm both gave a decay rate of 0.11597 cm⁻¹.

Q: Did the two inlets differ in anything, then?

A: In amplitude. At 14 cm the second stream retained 1.2136 times the mean density of the first. The expansion gives the same ratio. The second inlet has f = 5 for η < 1/5, and its integral with the first mode is 5 sin(β/5)/β. For the uniform inlet the integral is sin β/β. Dividing them gives

5 sin(β/5)/sin β = 1.21.

Precursor that starts far from the reactive wall has farther to diffuse, and more of it survives. After the profile has taken the shape of the first mode, both streams lose the same fraction per centimetre.

Q: "Far enough downstream" is still vague. How far is it?

A: The second mode, relative to the first, decays as

exp[−(β₂² − β₁²) D x/(u H²)].

This defines an entrance length

ℓ = u H²/[D(β₂² − β₁²)].

At Da = 2 the second root is 3.64360. Its square is 13.276, and the difference of the squares is 12.116. Hence ℓ = 10 cm/12.116 = 0.825 cm. The distance needed for a given accuracy is some multiple of ℓ, which depends on the inlet profile.

Q: Perhaps Da = 2 is a favourable choice. Could the two roots approach each other for another wall, so that the entrance length became very large?

A: They move apart as the wall becomes more reactive. Differentiate β tan β = Da along any one root:

(tan β + β/cos²β) dβ/dDa = 1.

Insert tan β = Da/β and 1/cos²β = 1 + tan²β = 1 + Da²/β². The bracket becomes

Da/β + β + Da²/β = (Da + Da² + β²)/β.

Since dβ²/dDa = 2β dβ/dDa,

dβ²/dDa = 2β²/(Da + Da² + β²).

At fixed Da the right side increases with β². So β₂² rises faster than β₁², and their difference grows with Da. For a very slow wall the roots approach 0 and π, and the difference tends to π². For a very fast wall they approach π/2 and 3π/2, and the difference tends to

9π²/4 − π²/4 = 2π².

The entrance length therefore lies between u H²/(2π²D) and u H²/(π²D) for every positive finite Da. With u, H and D held at the values above, this is the range from 0.51 to 1.01 cm.

## Second half: regimes, corrections and a GaN reactor

Q: Let me restate what I have accepted. The channel height is H, the velocity is u, the diffusivity is D, and the wall reaction velocity is k. With Da = kH/D, the final decay rate is λ = β²D/(uH²), where β is the smallest positive root of β tan β = Da. The modes are cos(β_nη), with η = y/H. The channel balance is λ = k c_w/(uHc̄), where c_w is the wall density and c̄ the mean. At Da = 2, β² = 1.15966. But a root of a transcendental equation gives me no physical picture. What limits the decay?

A: Two processes in series: diffusion to the wall and reaction on it. The reciprocal of λ shows this. Define S by

1/β² = 1/Da + S.

Multiply by uH²/D. In the first term uH²/(D Da) = uH/k, so

1/λ = uH/k + S uH²/D.

The decay length 1/λ is the sum of a reaction part and a diffusion part. For H = 1 cm, u = 100 cm/s, D = 10 cm²/s and k = 20 cm/s, S = 0.36232 and

1/λ = 5 cm + 0.36232 × 10 cm = 8.623 cm.

Q: You have merely given the remainder a name. If S can be anything, the sum explains nothing.

A: It can vary only between 1/3 and 4/π², that is, between 0.333 and 0.405. To show this, expand cos(βη) on 0 ≤ η ≤ 1 in the functions 1 and cos(nπη), with n = 1, 2, 3 and so on. The constant term is sin β/β. The coefficient of cos(nπη) is

a_n = 2 ∫ cos(βη) cos(nπη) dη

= sin(β + nπ)/(β + nπ) + sin(β − nπ)/(β − nπ).

Both sines equal (−1)ⁿ sin β. Adding the two fractions gives

a_n = 2(−1)ⁿ β sin β/(β² − n²π²).

The even periodic continuation of cos(βη) is continuous and piecewise smooth, so the series also holds at η = 1. There cos(nπ) = (−1)ⁿ, and the signs cancel:

cos β = sin β/β + Σ 2β sin β/(β² − n²π²).

Divide by β sin β. The left side becomes 1/(β tan β) = 1/Da, and

1/Da = 1/β² − 2 Σ 1/(n²π² − β²).

Comparison with the definition of S gives

S = 2 Σ 1/(n²π² − β²).

The smallest root is below π/2, so every denominator is positive and shrinks as β grows. Thus S increases with β, and β increases with Da. The end values follow from S = 1/β² − cos β/(β sin β). For small β,

cos β/sin β = (1 − β²/2 + …)/[β(1 − β²/6 + …)] = (1/β)(1 − β²/3 + …),

and so S tends to 1/3. At β = π/2 the cosine vanishes, leaving S = 4/π².

Far downstream the precursor decays at the single rate λ = β²D/(uH²), and the decay length 1/λ is the sum of a reaction part and a diffusion part, whose factor S lies between 1/3 and 4/π². Still to come are the physical origin of S, the limits of slow and fast walls, the effect of diffusion along the stream, and the application to a GaN reactor.

Numerical values quoted here were computed with a short program.
